# Why hydrating a hole-conducting oxide can make its conductivity dip and recover: a numerical check

```python
"""
Result under test: when water pressure rises over an oxide containing protons,
oxygen vacancies and holes, fast hydrogen uptake first lowers the hole content to
    p_plateau = p_final * (c_start + p_start) / (c_final + p_final),
below p_final; slow oxygen uptake then raises it again.
c, v, p: protons, doubly charged vacancies, holes per formula unit.
Neutrality: 2 v + c + p = ACCEPTOR. Diffusivities D = (proton, vacancy, hole).
The reference side is a numerical solution of the zero-current Nernst-Planck
equations in half a slab, from the surface (x = 0) to the mid-plane.
Lengths in cm, times in s, pressures in Torr.
"""
import numpy as np
from scipy.constants import e, k as k_B, epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

ACCEPTOR = 0.10
TEMPERATURE = 973.0
HALF_THICKNESS = 0.05
K_WATER = 1.5e-3          # 1/Torr, oxygen-site count included
K_OXYGEN = 2.0e-5         # Torr^-1/2, oxygen-site count included
FORMULA_DENSITY = 1.3e22  # formula units per cm^3
HOLE_MOBILITY = 1.0e-3    # cm^2/(V s)
THERMAL_VOLTAGE = k_B * TEMPERATURE / e
D_EXAMPLE = (2.0e-6, 3.0e-8, HOLE_MOBILITY * THERMAL_VOLTAGE)
WATER_DRY, WATER_WET, OXYGEN = 2.0, 20.0, 150.0


def equilibrium(water, oxygen, acceptor=ACCEPTOR):
    """Solve mass action and neutrality; return (c, v, p)."""
    def charge(v):
        return (2 * v + np.sqrt(K_WATER * water * v)
                + np.sqrt(K_OXYGEN * np.sqrt(oxygen) * v) - acceptor)
    v = brentq(charge, 0.0, acceptor, xtol=1e-16, rtol=1e-14)
    return (np.sqrt(K_WATER * water * v), v,
            np.sqrt(K_OXYGEN * np.sqrt(oxygen) * v))


def ion_fluxes(c_a, c_b, v_a, v_b, distance, D):
    """Proton and vacancy flux from a to b, with the zero-current field."""
    p_a, p_b = ACCEPTOR - 2 * v_a - c_a, ACCEPTOR - 2 * v_b - c_b
    c, v, p = (c_a + c_b) / 2, (v_a + v_b) / 2, (p_a + p_b) / 2
    grad_c = (c_b - c_a) / distance
    grad_v = (v_b - v_a) / distance
    grad_p = (p_b - p_a) / distance
    potential_slope = -((D[0] * grad_c + 2 * D[1] * grad_v + D[2] * grad_p)
                        / (D[0] * c + 4 * D[1] * v + D[2] * p))
    return (-D[0] * (grad_c + c * potential_slope),
            -D[1] * (grad_v + 2 * v * potential_slope))


CELLS = 80
EDGES = HALF_THICKNESS * np.linspace(0, 1, CELLS + 1) ** 2
WIDTHS = np.diff(EDGES)
CENTRES = (EDGES[1:] + EDGES[:-1]) / 2


def simulate(start, final, D, times, exchange=None):
    """Thickness averages of c, v, p; exchange=None means instant surface."""
    def rate(_, y):
        c, v = y[0::2], y[1::2]
        flux_c, flux_v = np.zeros(CELLS + 1), np.zeros(CELLS + 1)
        flux_c[1:-1], flux_v[1:-1] = ion_fluxes(
            c[:-1], c[1:], v[:-1], v[1:], np.diff(CENTRES), D)
        if exchange is None:
            flux_c[0], flux_v[0] = ion_fluxes(
                final[0], c[0], final[1], v[0], CENTRES[0], D)
        else:
            p_surface = ACCEPTOR - 2 * v[0] - c[0]
            ratio = v[0] / final[1]
            scale = exchange * final[1]
            water_in = scale * np.log(ratio * (final[0] / c[0]) ** 2)
            oxygen_in = scale * np.log(ratio * (final[2] / p_surface) ** 2)
            flux_c[0], flux_v[0] = 2 * water_in, -(water_in + oxygen_in)
        out = np.empty_like(y)
        out[0::2] = -np.diff(flux_c) / WIDTHS
        out[1::2] = -np.diff(flux_v) / WIDTHS
        return out

    y0 = np.empty(2 * CELLS)
    y0[0::2], y0[1::2] = start[0], start[1]
    run = solve_ivp(rate, (0, times[-1]), y0, method="LSODA", t_eval=times,
                    rtol=1e-8, atol=1e-11, lband=3, uband=3)
    assert run.success
    c = WIDTHS @ run.y[0::2] / HALF_THICKNESS
    v = WIDTHS @ run.y[1::2] / HALF_THICKNESS
    return c, v, ACCEPTOR - 2 * v - c


def mode_diffusivities(c, v, p, D):
    """Fast and slow diffusivity from the derived trace and determinant."""
    total = D[0] * c + 4 * D[1] * v + D[2] * p
    t_c, t_v = D[0] * c / total, 4 * D[1] * v / total
    trace = D[0] * (1 - t_c) + D[1] * (1 - t_v) + D[2] * (t_c + t_v)
    det = D[0] * D[1] * D[2] * (c + 4 * v + p) / total
    fast = (trace + np.sqrt(trace ** 2 - 4 * det)) / 2
    return fast, det / fast


def hydrogen_diffusivity(c, p, D):
    return D[0] * D[2] * (c + p) / (D[0] * c + D[2] * p)


def oxygen_diffusivity(c, v, p, D):
    return D[1] * (c + p + 4 * v) / (c + p)


def weighted_sum(c, v, p):
    return D_EXAMPLE[0] * c + 4 * D_EXAMPLE[1] * v + D_EXAMPLE[2] * p


def time_grid(end):
    return np.concatenate(([0.0], np.geomspace(0.1, end, 500)))


dry = equilibrium(WATER_DRY, OXYGEN)
wet = equilibrium(WATER_WET, OXYGEN)
p_plateau = wet[2] * (dry[0] + dry[2]) / (wet[0] + wet[2])
plateau = (dry[0] + dry[2] - p_plateau, dry[1], p_plateau)

# Mode formula against eigenvalues of a matrix taken from the fluxes.
rng = np.random.default_rng(4)
for _ in range(30):
    v = rng.uniform(0.005, 0.045)
    c = rng.uniform(0.1, 0.9) * (ACCEPTOR - 2 * v)
    D = tuple(10 ** rng.uniform(-8, -4, 3))
    h = 1e-5
    column_c = ion_fluxes(c - h / 2, c + h / 2, v, v, 1.0, D)
    column_v = ion_fluxes(c, c, v - h / 2, v + h / 2, 1.0, D)
    matrix = -np.array([column_c, column_v]).T / h
    numeric = np.sort(np.linalg.eigvals(matrix).real)[::-1]
    derived = mode_diffusivities(c, v, ACCEPTOR - 2 * v - c, D)
    assert np.allclose(numeric, derived, rtol=1e-5, atol=0)

# Separated-mode limits for slow vacancies.
D_slow_oxygen = (D_EXAMPLE[0], D_EXAMPLE[1] / 1000, D_EXAMPLE[2])
limit = mode_diffusivities(*wet, D_slow_oxygen)
assert abs(limit[0] / hydrogen_diffusivity(wet[0], wet[2], D_slow_oxygen) - 1) < 0.01
assert abs(limit[1] / oxygen_diffusivity(*wet, D_slow_oxygen) - 1) < 0.01

# Ordering plateau < final < start for many hydration steps.
for _ in range(100):
    water, oxygen = 10 ** rng.uniform(-2, 2, 2)
    acceptor = rng.uniform(0.01, 0.2)
    first = equilibrium(water, oxygen, acceptor)
    last = equilibrium(water * rng.uniform(1.5, 50), oxygen, acceptor)
    middle = last[2] * (first[0] + first[2]) / (last[0] + last[2])
    assert middle < last[2] < first[2]

# Main hydration run.
times = time_grid(1e5)
c_mean, v_mean, p_mean = simulate(dry, wet, D_EXAMPLE, times)
sigma_factor = FORMULA_DENSITY * e / THERMAL_VOLTAGE
sigma_mean = sigma_factor * weighted_sum(c_mean, v_mean, p_mean)
i_min = int(np.argmin(sigma_mean))
i_hole = int(np.argmin(p_mean))
assert p_mean[i_hole] < 0.8 * wet[2]
assert sigma_mean[i_min] < 0.9 * min(sigma_mean[0], sigma_mean[-1])

# With very slow vacancies the minimum must approach the plateau formula.
p_limit = simulate(dry, wet, D_slow_oxygen, time_grid(1e5))[2].min()
assert abs(p_limit / p_plateau - 1) < 0.03

# Decay rate of the slow stage.
D_fast_wet, D_slow_wet = mode_diffusivities(*wet, D_EXAMPLE)
tau_slow = 4 * HALF_THICKNESS ** 2 / (np.pi ** 2 * D_slow_wet)
late = simulate(dry, wet, D_EXAMPLE, np.array([0, 6, 8]) * tau_slow)[1] - wet[1]
slow_rate_ratio = np.log(late[1] / late[2]) / 2
assert abs(slow_rate_ratio - 1) < 0.02

# Decay rate and end point of the fast stage, vacancies frozen.
D_frozen = (D_EXAMPLE[0], 0.0, D_EXAMPLE[2])
D_hydrogen = hydrogen_diffusivity(plateau[0], plateau[2], D_EXAMPLE)
tau_fast = 4 * HALF_THICKNESS ** 2 / (np.pi ** 2 * D_hydrogen)
frozen = simulate(dry, wet, D_frozen, np.array([0, 6, 8, 30]) * tau_fast)
fast_rate_ratio = np.log((frozen[2][1] - p_plateau) / (frozen[2][2] - p_plateau)) / 2
assert abs(fast_rate_ratio - 1) < 0.02
assert abs(frozen[2][3] / p_plateau - 1) < 1e-4

# Conductivity changes of the two stages against the simulated end points.
mean_D = (D_EXAMPLE[0] * wet[0] + D_EXAMPLE[2] * wet[2]) / (wet[0] + wet[2])
fast_change = -sigma_factor * (D_EXAMPLE[2] - D_EXAMPLE[0]) * (dry[2] - p_plateau)
slow_change = sigma_factor * 2 * (dry[1] - wet[1]) * (mean_D - 2 * D_EXAMPLE[1])
sigma_frozen = sigma_factor * weighted_sum(*[series[3] for series in frozen])
assert abs((sigma_frozen - sigma_mean[0]) / fast_change - 1) < 1e-3
assert abs((sigma_mean[-1] - sigma_frozen) / slow_change - 1) < 1e-3

# Controls: drying, oxidation, and vacancies faster than protons.
p_drying = simulate(wet, dry, D_EXAMPLE, times)[2]
assert p_drying.max() > 1.05 * max(dry[2], wet[2])
reduced = equilibrium(WATER_WET, OXYGEN / 10)
p_oxidation = simulate(reduced, wet, D_EXAMPLE, times)[2]
assert np.diff(p_oxidation).min() > -1e-5 * wet[2]
D_swapped = (D_EXAMPLE[1], D_EXAMPLE[0], D_EXAMPLE[2])
p_swapped = simulate(dry, wet, D_swapped, time_grid(1e6))[2]
assert p_swapped.min() > wet[2] * (1 - 1e-3)
assert np.diff(p_swapped).max() < 1e-4 * wet[2]

# Finite surface exchange: water incorporation and O2 exchange, equal speed.
exchange_values = [1e-2, 1e-4, 1e-6, 1e-8]
dips = []
for speed in exchange_values:
    end = 1e5 + 20 * HALF_THICKNESS / speed
    p_run = simulate(dry, wet, D_EXAMPLE, time_grid(end), speed)[2]
    dips.append(max(0.0, 1 - p_run.min() / wet[2]))
assert all(a >= b - 1e-4 for a, b in zip(dips, dips[1:]))
assert dips[0] > 0.2 and dips[-1] < 0.01


def equilibrium_with_sites(water):
    """Equilibrium when the count of filled oxygen sites may vary from 3."""
    def protons(v):
        q = K_WATER * water * v / 3
        return (-q + np.sqrt(q * q + 4 * q * (3 - v))) / 2

    def holes(v):
        return np.sqrt(3 * K_OXYGEN * np.sqrt(OXYGEN) * v / (3 - v - protons(v)))
    v = brentq(lambda x: 2 * x + protons(x) + holes(x) - ACCEPTOR, 1e-12, ACCEPTOR)
    return protons(v), v, holes(v)


dry_s, wet_s = equilibrium_with_sites(WATER_DRY), equilibrium_with_sites(WATER_WET)
carriers = dry_s[0] + dry_s[2]
target = wet_s[0] / (wet_s[2] * (3 - wet_s[1] - wet_s[0]))
c_s = brentq(lambda c: c - target * (carriers - c) * (3 - dry_s[1] - c), 0, carriers)
site_shift = (carriers - c_s) / p_plateau - 1
assert abs(site_shift) < 0.1

PERMITTIVITY, GAP = 40.0, 4.0   # rough relative permittivity; rough gap in eV
charge_density = FORMULA_DENSITY * 1e6 * (dry[0] + 4 * dry[1] + dry[2])
screening_nm = 1e9 * np.sqrt(PERMITTIVITY * epsilon_0 * THERMAL_VOLTAGE
                             / (e * charge_density))
electron_ratio = np.exp(-GAP / THERMAL_VOLTAGE) / p_plateau ** 2
assert screening_nm * 1e-7 < 1e-3 * HALF_THICKNESS and electron_ratio < 1e-6

print(f"Temperature {TEMPERATURE:.0f} K; slab thickness {20 * HALF_THICKNESS:.1f} mm")
print(f"Water {WATER_DRY:.0f} -> {WATER_WET:.0f} Torr; oxygen {OXYGEN:.0f} Torr")
print(f"Acceptors {ACCEPTOR:.2f} per formula unit; {FORMULA_DENSITY:.1e} units/cm3")
print(f"K_water {K_WATER:.1e} /Torr; K_oxygen {K_OXYGEN:.1e} Torr^-1/2")
print(f"Hole mobility {HOLE_MOBILITY:.1e} cm2/Vs; kT/e {THERMAL_VOLTAGE:.5f} V")
print("D proton, vacancy, hole (cm2/s): " + ", ".join(f"{x:.2e}" for x in D_EXAMPLE))
print("Contents per formula unit: proton, vacancy, hole")
for label, state in (("start", dry), ("ideal plateau", plateau), ("final", wet)):
    print(f"  {label}: {state[0]:.5f}, {state[1]:.5f}, {state[2]:.6f}")
    print(f"  {label} conductivity: {1e3 * sigma_factor * weighted_sum(*state):.3f} mS/cm")
print(f"Hole share of conductivity, start: {D_EXAMPLE[2] * dry[2] / weighted_sum(*dry):.3f}")
print(f"Hole share of conductivity, final: {D_EXAMPLE[2] * wet[2] / weighted_sum(*wet):.3f}")
print(f"Fast, slow conductivity change: {1e3 * fast_change:.3f}, {1e3 * slow_change:.3f} mS/cm")
print(f"Carrier-averaged D, final: {mean_D:.3e} cm2/s")
print(f"Hydrogen D at plateau: {D_hydrogen:.3e} cm2/s")
print(f"Exact fast D at plateau: {mode_diffusivities(*plateau, D_EXAMPLE)[0]:.3e} cm2/s")
print(f"Oxygen D, final, separated limit: {oxygen_diffusivity(*wet, D_EXAMPLE):.3e} cm2/s")
print(f"Exact fast, slow D, final: {D_fast_wet:.3e}, {D_slow_wet:.3e} cm2/s")
print(f"Fast, slow time constant: {tau_fast:.1f}, {tau_slow:.0f} s")
print(f"Simulated/derived decay rate, fast: {fast_rate_ratio:.4f}")
print(f"Simulated/derived decay rate, slow: {slow_rate_ratio:.4f}")
print(f"Simulated conductivity minimum: {1e3 * sigma_mean[i_min]:.3f} mS/cm")
print(f"Time of conductivity minimum: {times[i_min]:.0f} s")
print(f"Simulated hole minimum: {p_mean[i_hole]:.6f} at {times[i_hole]:.0f} s")
print(f"Hole minimum, vacancies 1000 times slower: {p_limit:.6f}")
print(f"Proton uptake by conductivity minimum: {c_mean[i_min] - dry[0]:.5f}")
print(f"Oxygen uptake by conductivity minimum: {dry[1] - v_mean[i_min]:.5f}")
print(f"Total proton, oxygen uptake: {wet[0] - dry[0]:.5f}, {dry[1] - wet[1]:.5f}")
print(f"Proton uptake in ideal fast stage: {plateau[0] - dry[0]:.5f}")
print(f"Drying: largest hole content {p_drying.max():.6f}")
print(f"Oxidation {OXYGEN / 10:.0f} -> {OXYGEN:.0f} Torr: holes {reduced[2]:.6f} -> {wet[2]:.6f}")
print(f"Swapped ion D: smallest hole content / final {p_swapped.min() / wet[2]:.5f}")
for speed, dip in zip(exchange_values, dips):
    print(f"Surface exchange {speed:.0e} cm/s: hole dip below final {100 * dip:.2f} %")
print(f"Plateau shift from oxygen-site filling: {100 * site_shift:.2f} %")
print(f"Screening length (permittivity {PERMITTIVITY:.0f}): {screening_nm:.3f} nm")
print(f"Electron/hole ratio at plateau (gap {GAP:.0f} eV): {electron_ratio:.1e}")
print("success")
```

It prints:

```
Temperature 973 K; slab thickness 1.0 mm
Water 2 -> 20 Torr; oxygen 150 Torr
Acceptors 0.10 per formula unit; 1.3e+22 units/cm3
K_water 1.5e-03 /Torr; K_oxygen 2.0e-05 Torr^-1/2
Hole mobility 1.0e-03 cm2/Vs; kT/e 0.08385 V
D proton, vacancy, hole (cm2/s): 2.00e-06, 3.00e-08, 8.38e-05
Contents per formula unit: proton, vacancy, hole
  start: 0.01132, 0.04272, 0.003235
  start conductivity: 7.428 mS/cm
  ideal plateau: 0.01335, 0.04272, 0.001206
  ideal plateau conductivity: 3.303 mS/cm
  final: 0.03141, 0.03288, 0.002838
  final conductivity: 7.569 mS/cm
Hole share of conductivity, start: 0.907
Hole share of conductivity, final: 0.781
Fast, slow conductivity change: -4.125, 4.266 mS/cm
Carrier-averaged D, final: 8.783e-06 cm2/s
Hydrogen D at plateau: 1.909e-05 cm2/s
Exact fast D at plateau: 2.137e-05 cm2/s
Oxygen D, final, separated limit: 1.452e-07 cm2/s
Exact fast, slow D, final: 1.985e-05, 1.379e-07 cm2/s
Fast, slow time constant: 53.1, 7349 s
Simulated/derived decay rate, fast: 0.9983
Simulated/derived decay rate, slow: 1.0001
Simulated conductivity minimum: 4.099 mS/cm
Time of conductivity minimum: 203 s
Simulated hole minimum: 0.001537 at 214 s
Hole minimum, vacancies 1000 times slower: 0.001218
Proton uptake by conductivity minimum: 0.00423
Oxygen uptake by conductivity minimum: 0.00127
Total proton, oxygen uptake: 0.02009, 0.00984
Proton uptake in ideal fast stage: 0.00203
Drying: largest hole content 0.006135
Oxidation 15 -> 150 Torr: holes 0.001608 -> 0.002838
Swapped ion D: smallest hole content / final 1.00000
Surface exchange 1e-02 cm/s: hole dip below final 45.82 %
Surface exchange 1e-04 cm/s: hole dip below final 44.44 %
Surface exchange 1e-06 cm/s: hole dip below final 10.03 %
Surface exchange 1e-08 cm/s: hole dip below final 0.00 %
Plateau shift from oxygen-site filling: 1.27 %
Screening length (permittivity 40): 0.277 nm
Electron/hole ratio at plateau (gap 4 eV): 1.3e-15
success
```
